# Stokes Shift and Energy-Gap Correlations in a Gaussian Solvent

## 1. Definitions and conventions

A solute has two electronic states, g and e. The solvent moves classically, with Hamiltonian \(H_g\) or \(H_e\) according to the state of the solute. The vertical energy gap is

\[
X=H_e-H_g ,
\]

a function of the solvent positions. It includes the solute's own electronic excitation energy. The kinetic energy is the same in both states and cancels. Let \(\beta=1/kT\), let \(\langle\cdots\rangle_g\) and \(\langle\cdots\rangle_e\) be canonical averages at the same temperature, and write

\[
\mu_a=\langle X\rangle_a,\qquad
C_a(t)=\langle[X(0)-\mu_a][X(t)-\mu_a]\rangle_a,\qquad a=g,e .
\]

In \(C_a(t)\) the solvent moves under \(H_a\), and \(C_a(0)=\sigma_a^2\) is the gap variance.

At \(t=0\) a short pulse lifts the solute from g to e without moving the solvent. The excitation probability is taken to be the same for every solvent configuration. The solvent then moves under \(H_e\), and the mean gap \(\bar X(t)\) falls from \(\mu_g\) to \(\mu_e\). The total Stokes shift and the normalized response are

\[
\Delta=\mu_g-\mu_e,\qquad S(t)=\frac{\bar X(t)-\mu_e}{\Delta}.
\]

Three statements, with different conditions, will be derived.

- **A.** If \(X\) has a Gaussian distribution in state g, then \(\Delta=\sigma^2/kT\), and the variance is the same in both states.
- **B.** If, in addition, \(X(0)\) and \(X(t)\) are jointly Gaussian in equilibrium in state e, then \(S(t)=C_e(t)/C_e(0)\).
- **C.** The ground-state function \(C_g\) may replace \(C_e\) if the gap fluctuates with the same dynamics in both states. A harmonic bath with linear coupling has this property.

## 2. The total shift

The gap distribution in state e is

\[
p_e(X)=\frac{1}{Z_e}\int d\Gamma\,e^{-\beta H_e(\Gamma)}\,\delta\big(X-X(\Gamma)\big),
\]

where \(\Gamma\) stands for all positions and momenta and \(Z_a\) is the partition function. Insert \(H_e=H_g+X(\Gamma)\). The delta function lets \(e^{-\beta X}\) leave the integral, and what remains is \(Z_g\,p_g(X)\):

\[
p_e(X)=\frac{Z_g}{Z_e}\,e^{-\beta X}p_g(X).
\]

This holds for any classical solvent. Now let \(p_g\) be Gaussian with variance \(\sigma^2\). The exponent of \(p_e\) is

\[
-\frac{(X-\mu_g)^2}{2\sigma^2}-\beta X
=-\frac{(X-\mu_g+\beta\sigma^2)^2}{2\sigma^2}-\beta\mu_g+\frac{\beta^2\sigma^2}{2}.
\]

To verify it, expand the square on the right: its cross term gives \(-\beta(X-\mu_g)\) and its last term gives \(-\beta^2\sigma^2/2\), which the constants complete to \(-\beta X\). So \(p_e\) is a Gaussian of the same width, centred at \(\mu_e=\mu_g-\beta\sigma^2\):

\[
\boxed{\;\Delta=\frac{\sigma^2}{kT}\;}
\]

The sign has a simple meaning. The excited state favours configurations that lower \(H_e\) relative to \(H_g\), so the gap shrinks. Wide fluctuations mean that such configurations are cheap to reach.

Normalization of \(p_e\) fixes the free-energy difference \(\Delta F=F_e-F_g\):

\[
e^{-\beta\Delta F}=\frac{Z_e}{Z_g}=e^{-\beta\mu_g+\beta^2\sigma^2/2}
\quad\Rightarrow\quad
\Delta F=\mu_g-\frac{\beta\sigma^2}{2}.
\]

Define the reorganization energy as \(\lambda=\mu_g-\Delta F\), the free energy lost by the solvent as it relaxes after the vertical jump. Then

\[
\lambda=\frac{\sigma^2}{2kT},\qquad \mu_g=\Delta F+\lambda,\qquad \mu_e=\Delta F-\lambda,\qquad \Delta=2\lambda .
\]

The factor of two arises because the relaxation in state e and the relaxation in state g after emission each contribute one \(\lambda\).

## 3. The response as an equilibrium average

Just after the pulse the solvent is still distributed as \(e^{-\beta H_g}/Z_g\). Since \(H_g=H_e-X\),

\[
e^{-\beta H_g}=e^{-\beta H_e}e^{\beta X}.
\]

The nonequilibrium ensemble is thus the excited-state equilibrium ensemble with weight \(e^{\beta X(0)}\). Following each phase point under \(H_e\) and dividing by the total weight gives

\[
\bar X(t)=\frac{\langle X(t)\,e^{\beta X(0)}\rangle_e}{\langle e^{\beta X(0)}\rangle_e}.
\]

No small quantity has been used, and the solvent may be anharmonic. This was tested on one oscillator with \(H_g=p^2/2+q^2/2+q^4/4\) and \(X=2q\), in units with \(kT=1\). At time 0.7 the mean gap from trajectories started in the ground-state ensemble is \(-0.8874\). The reweighted excited-state average, evaluated with trajectories run backward in time, is also \(-0.8874\). The Gaussian law fails for this oscillator: the shift is 1.306 times \(\sigma_e^2/kT\).

## 4. Gaussian statistics and the response

For jointly Gaussian \(X(0)\) and \(X(t)\), the combination \(Z=aX(0)+bX(t)\) is Gaussian. A Gaussian variable of mean \(m\) and variance \(v\) obeys \(\langle e^Z\rangle=e^{m+v/2}\), again by completing the square. In state e both variables have mean \(\mu_e\) and variance \(\sigma^2\), because equilibrium is stationary, and their covariance is \(C_e(t)\). Hence

\[
\ln\langle e^{aX(0)+bX(t)}\rangle_e=(a+b)\mu_e+\tfrac12\big[a^2\sigma^2+2ab\,C_e(t)+b^2\sigma^2\big].
\]

Differentiate with respect to \(b\), then set \(b=0\) and \(a=\beta\). The left side becomes the average of Section 3, so

\[
\bar X(t)=\mu_e+\beta C_e(t).
\]

At \(t=0\) this gives \(\Delta=\beta C_e(0)=\beta\sigma^2\), in agreement with Section 2. Dividing by \(\Delta\),

\[
\boxed{\;S(t)=\frac{C_e(t)}{C_e(0)}\;}
\]

The second derivative with respect to \(b\) at \(b=0\) is the variance of the gap at time \(t\) after the pulse. It equals \(\sigma^2\) at every \(t\). In this model the gap distribution therefore moves without changing its width, which gives a separate sign by which Gaussian behaviour can be judged.

**Relation to linear response.** For general statistics, expanding the logarithm in powers of \(a\) gives

\[
\bar X(t)-\mu_e=\beta C_e(t)+\frac{\beta^2}{2}\big\langle\delta X(t)\,\delta X(0)^2\big\rangle_e+\cdots,
\qquad \delta X=X-\mu_e .
\]

Linear response keeps the first term. Without Gaussian statistics this is justified if \(\beta\sigma\ll1\) and the higher cumulants, measured in units of \(\sigma\), are not large. For a Gaussian pair the higher terms vanish, so the result survives when \(\Delta/\sigma=\beta\sigma\) is large.

**Narrow-band excitation.** Suppose instead that the pulse selects configurations with gap \(x_0\). The initial weight is again a function of \(X(0)\) times \(e^{-\beta H_e}\), so the mean gap is a conditional average in state e. Let \(c=C_e(t)/\sigma^2\) and write

\[
X(t)-\mu_e=c\,[X(0)-\mu_e]+R .
\]

The remainder \(R\) has zero mean, and its covariance with \(X(0)\) is \(C_e(t)-c\sigma^2=0\). For jointly Gaussian variables zero covariance implies independence, so fixing \(X(0)=x_0\) leaves \(R\) unaffected:

\[
\bar X(t)-\mu_e=\frac{C_e(t)}{C_e(0)}\,(x_0-\mu_e).
\]

The normalized decay is unchanged, but its amplitude is \(x_0-\mu_e\) and no longer \(\sigma^2/kT\). The width does change here: the variance of \(R\) is \(\sigma^2(1-c^2)\), which starts at zero and tends to \(\sigma^2\) if the correlation decays to zero.

## 5. A harmonic bath, where both states share one correlation function

In mass-weighted coordinates take

\[
H_g=\sum_j\Big(\frac{p_j^2}{2}+\frac{\omega_j^2q_j^2}{2}\Big),\qquad X=\mu_g+\sum_jc_jq_j .
\]

The potential of each mode in state e is

\[
\frac{\omega_j^2q_j^2}{2}+c_jq_j=\frac{\omega_j^2}{2}\Big(q_j+\frac{c_j}{\omega_j^2}\Big)^2-\frac{c_j^2}{2\omega_j^2}.
\]

The minimum moves to \(-c_j/\omega_j^2\) and the frequency stays the same. Fluctuations about the minimum therefore have the same statistics in both states. With \(q_j(t)=q_j(0)\cos\omega_jt+(p_j(0)/\omega_j)\sin\omega_jt\) in state g, \(\langle q_j^2\rangle=kT/\omega_j^2\) and \(\langle q_jp_j\rangle=0\),

\[
C_g(t)=C_e(t)=kT\sum_j\frac{c_j^2}{\omega_j^2}\cos\omega_jt .
\]

The response can be found without the general argument. Immediately after the pulse the mean position and momentum are zero. The mean then oscillates about the new minimum:

\[
\bar q_j(t)=-\frac{c_j}{\omega_j^2}(1-\cos\omega_jt),\qquad
\bar X(t)-\mu_e=\sum_j\frac{c_j^2}{\omega_j^2}\cos\omega_jt=\frac{C_g(t)}{kT},
\]

where \(\mu_e=\mu_g-\sum_jc_j^2/\omega_j^2\). Statement C follows. For fixed \(c_j\) and \(\omega_j\) the shift does not depend on temperature, while the variance is proportional to \(T\).

The mean energy released to the solvent also follows. Just after the pulse, \(\langle H_e\rangle=\langle H_g\rangle_g+\mu_g\). In equilibrium in state e at the same temperature the thermal energy about the minima is the same, but the minima lie lower by \(\sum_jc_j^2/2\omega_j^2=\Delta/2=\lambda\). A continuous range of frequencies makes \(C(t)\) decay; a finite set gives a sum of cosines, which does not decay for good.

## 6. When the shift law holds but the correlation law fails

Let the gap itself diffuse on the free-energy curve \(F_e(X)=-kT\ln p_e(X)\):

\[
\frac{\partial p}{\partial t}=\frac{\partial}{\partial X}\Big[D(X)\Big(\frac{\partial p}{\partial X}+\beta F_e'\,p\Big)\Big].
\]

The equilibrium distribution is \(p_e\) whatever \(D(X)\) is, so Gaussian curves keep \(\Delta=\sigma^2/kT\). For uniform \(D\), \(\beta F_e'=(X-\mu_e)/\sigma^2\) gives

\[
\frac{d\bar X}{dt}=-\frac{D}{\sigma^2}(\bar X-\mu_e),
\]

so \(S(t)=e^{-Dt/\sigma^2}\), which is also the normalized correlation function in both states.

If \(D\) varies, multiply the diffusion equation by \(X\) and integrate by parts. At \(t=0\), \(p=p_g\) and \(\partial p_g/\partial X=-\beta F_g'p_g\). Section 2 gives \(F_e'-F_g'=1\), so

\[
\frac{d\bar X}{dt}\Big|_0=-\beta\langle D(F_e'-F_g')\rangle_g=-\beta\langle D\rangle_g,
\qquad S'(0)=-\frac{\langle D\rangle_g}{\sigma^2}.
\]

The response starts at a rate set by the mobility around the ground-state gap, and later samples the mobility around the excited-state gap. Neither equilibrium function need follow it throughout. With \(D=D_0\{1+0.8\tanh[(X-X_m)/\sigma]\}\), where \(X_m\) lies midway between \(\mu_g\) and \(\mu_e\), and with the \(\sigma/kT\) of the example below, a numerical solution gives a shift of 1.0000 times \(\sigma^2/kT\). Yet \(S\) departs from the normalized \(C_e\) by up to 0.335 and from the normalized \(C_g\), computed with the same \(D(X)\) on the ground-state curve, by up to 0.189. Gaussian gap distributions in both states are thus not sufficient for the second law.

## 7. Worked example

Take a dye in a fast polar liquid at 298 K, where \(kT=25.68\) meV. Let the mean absorption gap be 2.90 eV and the solvent-induced standard deviation 80 meV. Then

\[
\Delta=\frac{0.00640\ \mathrm{eV^2}}{0.02568\ \mathrm{eV}}=0.249\ \mathrm{eV}\;(2010\ \mathrm{cm^{-1}}),\qquad
\lambda=0.125\ \mathrm{eV},
\]

and the mean emission gap is \(2.900-0.249=2.651\) eV. The full width at half maximum of either gap distribution is \(2\sqrt{2\ln2}\,\sigma=0.188\) eV. Since \(\Delta/\sigma=3.1\), the switch is not a small perturbation.

For the dynamics take

\[
\frac{C(t)}{C(0)}=0.70\,e^{-t^2/2\tau_1^2}+\frac{0.30}{\cosh(t/\tau_2)},\qquad
\tau_1=0.07\ \mathrm{ps},\quad \tau_2=0.50\ \mathrm{ps}.
\]

The first part stands for fast inertial motion. The second decays exponentially at long times but has zero slope at \(t=0\), as a smooth function even in time must. The integrals \(\int_0^\infty e^{-t^2/2\tau_1^2}dt=\tau_1\sqrt{\pi/2}\) and \(\int_0^\infty dt/\cosh(t/\tau_2)=\pi\tau_2/2\) give the integral solvation time

\[
\tau_s=0.70\,\tau_1\sqrt{\pi/2}+0.30\,\frac{\pi\tau_2}{2}=0.297\ \mathrm{ps}.
\]

At 0.10 ps the correlation is 0.546, so the mean gap is \(2.651+0.249\times0.546=2.787\) eV. At 0.50 ps it is 2.699 eV.

The laws were tested with 10,000 trajectories of a 40-mode bath built to approximate this \(C(t)\). The same thermal starting points were followed on both surfaces. The largest difference between the sampled \(S\) and the sampled normalized \(C_g\) is 0.014. This is of the size of the standard error of the sampled normalized \(C_g\), about \(\sqrt{(1-c^2)/10000}\approx0.01\), where \(c\) is the value of the normalized correlation. The sampled variance gives \(\sigma^2/kT=0.252\) eV, against a shift of 0.249 eV from Boltzmann averages. The 1% difference is within the relative standard error of the variance, \(\sqrt{2/10000}=1.4\%\).

At 1 ps both sampled curves lie near 0.05, while the formula gives 0.080. The standard error of the sampled \(S\) is about \((\sigma/\Delta)/\sqrt{10000}=0.003\), so this gap is not sampling noise. Its cause is the replacement of a continuous spectrum by 40 frequencies: the exact sum of cosines for these modes is 0.047 at 1 ps, while 400 modes chosen in the same way give 0.081. It does not touch the equality of \(S\) and \(C\), which holds for any set of modes.

## 8. What the model leaves out

**Skewness.** Let the ground-state gap have third cumulant \(\gamma\sigma_g^3\). With a free parameter \(s\),

\[
\ln\langle e^{-sX}\rangle_g=-s\mu_g+\frac{s^2\sigma_g^2}{2}-\frac{s^3\gamma\sigma_g^3}{6}+\cdots .
\]

Minus its derivative at \(s=\beta\) is \(\mu_e\), by the reweighting of Section 2. Therefore

\[
\Delta=\beta\sigma_g^2\Big(1-\frac{\beta\sigma_g\gamma}{2}+\cdots\Big).
\]

The large factor \(\beta\sigma_g=3.1\) amplifies a small asymmetry. For gamma-distributed gaps with \(\gamma=+0.1\) and \(-0.1\) at fixed variance, the full ratio \(\Delta/(\sigma_g^2/kT)\) is 0.865 and 1.185. The shift is sensitive to the tail of \(p_g\) about three standard deviations from its centre, where the excited state equilibrates.

**Quantum motion.** For a quantum mode the shift is still \(c_j^2/\omega_j^2\), since it is set by the displaced minimum. The equations of motion are linear, so the mean still relaxes as \(\cos\omega_jt\). The variance changes, because \(\langle q_j^2\rangle=(\hbar/2\omega_j)\coth(\hbar\omega_j/2kT)\). Thus for each mode

\[
\frac{\text{variance}}{kT\times\text{shift}}=\frac{x}{2}\coth\frac{x}{2},\qquad x=\frac{\hbar\omega_j}{kT}.
\]

This tends to 1 for \(x\ll1\) and to \(x/2\) for \(x\gg1\), where zero-point motion dominates. For the example's solvent spectrum the ratio is 1.008, and the normalized symmetrized correlation function changes by at most 0.0071 over the first 1.5 ps, the largest change falling near 0.1 ps.

An intramolecular vibration is another matter. A mode of 0.17 eV with Huang–Rhys factor 0.5 shifts the mean gap by 0.170 eV, but its variance divided by \(kT\) is 0.564 eV. The variance in the classical law must therefore be that of the slow solvent motion, not of the whole absorption band.

**Spectra and gap distributions.** Suppose the line shapes follow the gap distributions, with a constant transition dipole. Absorption is then weighted by \(X\) and the emitted photon rate by \(X^3\). For \(\sigma\ll\mu\), \(X^n\approx\mu^n(1+n\,\delta X/\mu)\), so the weighted mean moves up by \(n\sigma^2/\mu\). This is 2.2 meV in absorption and 7.2 meV in emission. Uncorrected spectra would understate \(\Delta\) by 5 meV, or 2%.

**Lifetime and heating.** With an excited-state lifetime of 4 ns, steady emission includes a little light from unrelaxed solvent. Its mean lies above \(\mu_e\) by about \(\Delta\,\tau_s/(4\ \mathrm{ns})\approx19\ \mu\)eV, which is negligible. If the 0.125 eV released in the harmonic model stayed in a shell of 10 molecules, each with heat capacity \(11k\), the shell would warm by 13 K. In a harmonic bath this does not alter the relaxation; in a real liquid, whose mobility depends on temperature, it may.

**The real case.** The parameters are rough values in the regime of a coumarin dye in acetonitrile, where the solvent shift is of the order of 0.2 eV and most of the relaxation is over within about a picosecond. They are not a fit. Real solvation shells need not be Gaussian, since the solute's new charge distribution can change their packing and their mobility. Of the effects on the total shift sized here for the solvent alone, skewness is the largest: the trial value of 0.1 in magnitude moves the predicted shift by about 13 to 18%, that is by 0.03 to 0.05 eV. Changed mobility can leave the shift intact and still separate \(S(t)\) from both equilibrium functions, as in Section 6. The numerical output below gives the remaining values.

## Table of computed values

```
temperature: 298 K
kT: 25.68 meV
mean absorption gap (input): 2.90 eV
gap standard deviation (input): 80 meV
gap variance: 0.00640 eV^2
sigma/kT: 3.115
Gaussian part: fraction 0.70, time 0.07 ps
sech part: fraction 0.30, time 0.50 ps
total Stokes shift: 0.2492 eV = 2010 cm^-1
reorganization energy: 0.1246 eV
mean emission gap: 2.6508 eV
full width at half maximum: 0.1884 eV
integral solvation time: 0.297 ps
t (ps), C formula, C sampled, S sampled, mean gap (eV) from formula:
  0.00  1.000  1.000  1.001  2.900
  0.05  0.841  0.842  0.846  2.860
  0.10  0.546  0.545  0.545  2.787
  0.20  0.289  0.307  0.293  2.723
  0.50  0.194  0.189  0.190  2.699
  1.00  0.080  0.049  0.048  2.671
bath modes: 40, trajectories: 10000
largest |S - C| in sampling: 0.014
sampled variance/kT: 0.2518 eV
shift from Boltzmann quadrature: 0.2492 eV
released solvent energy, quadrature: 0.1246 eV
anharmonic mean gap at t=0.7, direct: -0.8874 kT
anharmonic mean gap, reweighted: -0.8874 kT
anharmonic shift/(variance_e/kT): 1.306
varying diffusion: shift/(variance/kT): 1.0000
varying diffusion: largest |S - C_e|: 0.335
varying diffusion: largest |S - C_g|: 0.189
shift/(variance/kT) at skewness +0.1: 0.865
shift/(variance/kT) at skewness -0.1: 1.185
quantum solvent: variance/(kT*shift): 1.0078
quantum solvent: largest change of C: 0.0071
vibration (input): 0.17 eV, Huang-Rhys 0.5
vibration: true shift 0.170 eV
vibration: variance/kT 0.564 eV
frequency factor, absorption mean: +2.21 meV
cubed frequency factor, emission mean: +7.23 meV
excited-state lifetime (input): 4 ns
steady emission lag from lifetime: 18.5 ueV
shell (input): 10 molecules, 11 k each
transient shell heating: 13.1 K
```
